# Exponential Beam-Induced Current at a Perpendicular Junction by Reciprocity, part 2

An electron beam enters a uniform p-type region, $x>0$, $z>0$, through the surface $z=0$, at distance $x_b$ from the depletion-layer edge $x=0$ of a p-n junction perpendicular to that surface. We want the current $I$ of collected electrons as a function of $x_b$. Formulas set the elementary charge to 1; $e$ is restored for numbers.

The excess electron density $n$ obeys

$$D\nabla^2 n-\frac{n}{\tau}+g=0, \tag{1}$$

with generation rate per volume $g$, diffusivity $D$, lifetime $\tau$ and diffusion length $L=\sqrt{D\tau}$. At the short-circuited junction $n=0$, and the electron flux into it is $D\,\partial_xn$. At the surface $D\,\partial_zn=Sn$, where $S$ is the surface recombination velocity.

The collection probability $\varphi$ is bounded and obeys $\nabla^2\varphi=\varphi/L^2$, with $\varphi=1$ at $x=0$ and $D\,\partial_z\varphi=S\varphi$ at $z=0$. Green's identity, with $\partial_\nu$ the derivative along the outward normal, gives

$$-\int g\varphi\,dV=\oint D(\varphi\,\partial_\nu n-n\,\partial_\nu\varphi)\,dA, \tag{6}$$

$$I=\int g(\mathbf r)\,\varphi(\mathbf r)\,dV. \tag{7}$$

For $S=0$, $\varphi=e^{-x/L}$. A generation cloud $g=g_0(\xi,y,z)$, with $\xi=x-x_b$, that lies wholly in $x>0$ then gives

$$I(x_b)=I_G\,M\,e^{-x_b/L},\qquad M=\frac{\int g_0\,e^{-\xi/L}\,dV}{\int g_0\,dV}, \tag{10}$$

where $I_G$ is the total generation current.

The silicon example, at 300 K, has electron mobility 1100 cm²/Vs, $\tau=1$ µs, acceptor density $10^{16}$ cm⁻³ and thermal voltage 25.85 mV, so $D=28.44$ cm²/s and $L=53.33$ µm. A 20 keV, 10 pA beam makes 5000 pairs per beam electron, so $I_G=50.00$ nA. The cloud is a uniform hemisphere of radius $a=4$ µm centred where the beam enters, with $M=1.00056$. For $S=0$ the current at $x_b=50$ µm is 19.59 nA.

Q: Could I extrapolate the line back to the junction, to read off the generation current?

A: For $S=0$ the extrapolated value is $I_GM$, which here differs from $I_G$ by less than 0.1 %. The actual current with the beam at $x_b=0$ is lower. Half of the cloud then lies beyond the junction edge. Even if every carrier created there is collected, the collected fraction is at most

$$\frac12+\int_0^ap(\xi)\,e^{-\xi/L}\,d\xi=0.986,$$

where $p(\xi)=3(a^2-\xi^2)/(4a^3)$ is the share of the generation per unit $\xi$. The extrapolated law exceeds this upper bound by 1.46 %, so it exceeds the true current by at least that much. It even predicts a collected fraction above 1, which is impossible. A fit should use positions with $x_b>a$. Surface recombination also spoils the reading of $I_G$: for a point source 1.5 µm deep, the line through the currents at 50 and 150 µm extrapolates to $0.993\,I_G$ when $S=100$ cm/s, and to only $0.125\,I_G$ when $S=10^5$ cm/s.

Q: You measure $x$ from the edge of the depletion layer. In the microscope I would probably measure it from the junction itself.

A: If the n side is much more heavily doped, nearly all of the depletion layer lies on the p side. With acceptor density $N$ and permittivity $\varepsilon$, the field there falls linearly from $eNW/\varepsilon$ to zero over the width $W$. The potential drop is the area under this triangle, $V=eNW^2/(2\varepsilon)$, so $W=\sqrt{2\varepsilon V/(eN)}$. For $V=0.8$ V and relative permittivity 11.7, $W$ is 0.32 µm. Moving the origin by $W$ multiplies the amplitude by $e^{W/L}$, a change of 0.60 %, and leaves the slope alone.

Q: Now the assumption I trust least. Suppose $S$ is not zero. Might the decay still be exponential, with some other decay length?

A: Not for point sources at all depths. Suppose it were, with a decay constant $\kappa$ that may depend on depth. Since $\varphi=1$ at $x=0$, the form must be $\varphi=e^{-\kappa(z)x}$. Its derivatives are

$$\partial_x^2\varphi=\kappa^2\varphi,\qquad \partial_z\varphi=-\kappa'x\,\varphi,\qquad \partial_z^2\varphi=(\kappa'^2x^2-\kappa''x)\,\varphi.$$

The equation for $\varphi$ then requires, for every $x>0$,

$$\kappa^2-\kappa''x+\kappa'^2x^2=\frac1{L^2}.$$

The coefficient of $x^2$ must vanish, so $\kappa'=0$. What remains is $\kappa^2=1/L^2$, and boundedness selects $\kappa=1/L$. Then $\partial_z\varphi=0$, and the surface condition becomes $0=S\varphi$, so $S=0$. An exponential profile at every depth therefore implies a surface without recombination. The argument does not exclude that one particular extended cloud gives a nearly straight line on a logarithmic plot when $S>0$.

Q: Then calculate the correction.

A: Write $s=S/D$ and $\varphi=e^{-x/L}-\psi$, where $\psi$ is the loss caused by the surface. It obeys $\nabla^2\psi=\psi/L^2$ and vanishes at $x=0$. At $z=0$ the condition $\partial_z\varphi=s\varphi$ becomes

$$-\partial_z\psi=s\,(e^{-x/L}-\psi). \tag{13}$$

Build $\psi$ from functions that vanish at $x=0$ and decay with depth:

$$\psi=\int_0^\infty A(k)\sin(kx)\,e^{-\mu z}\,dk,\qquad\mu^2=k^2+\frac1{L^2}.$$

Each term obeys the equation, because its Laplacian brings the factor $-k^2+\mu^2=1/L^2$. To use (13), the exponential must be written in the same functions. Its sine transform is

$$\int_0^\infty e^{-x/L}\sin(kx)\,dx=\operatorname{Im}\frac{1}{1/L-ik}=\frac{k}{\mu^2},$$

and the inverse transform carries the factor $2/\pi$:

$$e^{-x/L}=\frac2\pi\int_0^\infty\frac{k\sin(kx)}{\mu^2}\,dk\qquad(x>0). \tag{14}$$

Comparing the coefficients of $\sin(kx)$ in (13) gives $\mu A=s\,[2k/(\pi\mu^2)-A]$. Solving for $A$,

$$A=\frac{2s}{\pi}\,\frac{k}{\mu^2(\mu+s)},$$

$$\varphi=e^{-x/L}-\frac{2s}{\pi}\int_0^\infty\frac{k\sin(kx)\,e^{-\mu z}}{\mu^2(\mu+s)}\,dk. \tag{15}$$

For $s=2/L$ and sources at depth $0.325L$, at $x=1.025L$, $2.025L$ and $3.025L$, a grid solution for $n$ gave collected fractions that differ from (15) by at most $1.0\times10^{-5}$ in absolute value. In the same solution the logarithmic slopes of the two successive intervals differed by more than $0.02/L$, so the profile was not a single exponential.

Q: That integral does not tell me how the loss grows with distance.

A: For weak recombination it can be simplified. Put the source at $z=0$ and keep the first order in $s$, which replaces $\mu+s$ by $\mu$. Since $k/\mu^3$ is the derivative of $-1/\mu$ with respect to $k$, integration by parts gives

$$\int_0^\infty\frac{k\sin(kx)}{\mu^3}\,dk=\left[-\frac{\sin(kx)}{\mu}\right]_0^\infty+x\int_0^\infty\frac{\cos(kx)}{\mu}\,dk=x\,K_0(x/L).$$

The boundary term is zero, and the last integral is a standard representation of the modified Bessel function $K_0$. The relative loss of current is therefore

$$\frac{\psi}{e^{-x/L}}\approx\frac{2s}{\pi}\,x\,K_0(x/L)\,e^{x/L}. \tag{16}$$

For $x\gg L$, $K_0(x/L)\approx\sqrt{\pi L/(2x)}\,e^{-x/L}$, and the relative loss tends to $s\sqrt{2xL/\pi}$. It grows as the square root of the distance. Carriers that start farther away lose a larger share to the surface, so the profile falls faster than $e^{-x/L}$. The first-order result requires $sL\ll1$, since $\mu+s$ was replaced by $\mu\ge1/L$, and it holds only out to distances where this loss is still small.

Q: How large is it in your silicon example?

A: Use (15) with a point source at the mean depth of the hemisphere, 1.50 µm, and hold everything but $S$ fixed. Define an apparent diffusion length from the currents at 50 and 150 µm, as 100 µm divided by the logarithm of their ratio.

For $S=100$ cm/s, a rough value for a passivated surface, $sL=SL/D=0.0188$. The loss relative to the $S=0$ current is 1.25 % at 50 µm and 2.31 % at 150 µm. The large-distance estimate at 150 µm, where $x/L=2.81$, is $0.0188\times\sqrt{2\times2.81/\pi}=0.025$, close to the full result. The apparent length is 53.0 µm, about 0.6 % below the true 53.3 µm.

For $S=10^5$ cm/s, a rough value for a poor surface, $sL=18.8$ and first-order theory no longer applies. Equation (15) gives losses of 91.2 % and 95.7 %. The apparent length is 38.7 µm, which is 27 % too short.

Q: The junction might be imperfect too. What if electrons wait at its edge before being swept across?

A: Replace $n=0$ at $x=0$ by a finite collection velocity $v$, so that $D\,\partial_xn=vn$ there. Let $\varphi$ satisfy $D\,\partial_x\varphi=v(\varphi-1)$ at the same plane. The junction term of Green's identity is then

$$-\varphi D\,\partial_xn+nD\,\partial_x\varphi=-\varphi vn+nv(\varphi-1)=-vn,$$

which is again minus the collected flux, so $I=\int g\varphi\,dV$ still holds. For $S=0$ try $\varphi=Ce^{-x/L}$. The junction condition gives $-DC/L=v(C-1)$, and hence

$$C=\frac{1}{1+D/(vL)}. \tag{17}$$

The exponential survives with the same $L$ and a smaller amplitude. With $v=10^7$ cm/s, roughly a thermal velocity, the loss of amplitude is 0.053 %. A grid solution with the much smaller velocity $v=3D/L$, for the three point sources used above, agreed with $Ce^{-x/L}$ to a relative $1.3\times10^{-4}$.

Q: A wafer also has a back side. It is not semi-infinite.

A: Take the worst back side, an absorbing contact at depth $H$, where $n=0$ and $\varphi=0$. Its term in Green's identity vanishes. With $S=0$ at the front, write $\varphi=e^{-x/L}-\chi$. The loss $\chi$ vanishes at $x=0$, has $\partial_z\chi=0$ at $z=0$, and equals $e^{-x/L}$ at $z=H$. Functions of the form $\sin(kx)\cosh(\mu z)$ satisfy the equation and the first two conditions. Matching the third with (14) gives

$$\chi=\frac2\pi\int_0^\infty\frac{k\sin(kx)\cosh(\mu z)}{\mu^2\cosh(\mu H)}\,dk. \tag{18}$$

For $H=2L$ and the same three sources, a grid solution agreed with this to $8.7\times10^{-5}$ in absolute collected fraction. For a wafer 500 µm thick, the loss at $x=150$ µm is 0.013 % of the current. At a fixed $x$, the factor $1/\cosh(\mu H)$, with $\mu\ge1/L$, makes the loss small when $H\gg L$. As a share of the current, however, the loss grows with $x$. For the silicon values, the apparent length from 50 and 150 µm is 49.7 µm when $H=3L$ and 52.9 µm when $H=5L$, against the true 53.3 µm.

The p region may also end at a contact at $x=X$, where $\varphi=0$. With $S=0$ and a deep wafer, the collection probability is then $\varphi=\sinh[(X-x)/L]/\sinh(X/L)$. For $X=200$ µm the same two positions give an apparent length of 49.1 µm, and for $X=300$ µm they give 53.2 µm.

Q: And the linearity? A focused beam puts many carriers into a small volume.

A: Estimate the density at the centre of the hemisphere, leaving out the junction, whose collection could only lower it. The reflecting surface doubles the density of each source element, so an element of unit rate at distance $r$ contributes $e^{-r/L}/(2\pi Dr)$. The total rate is $I_G/e$, and the rate per volume is $3I_G/(2\pi ea^3)$. A half-shell has volume $2\pi r^2\,dr$, so

$$n_c=\frac{3I_G}{2\pi eDa^3}\int_0^ar\,e^{-r/L}\,dr=6.2\times10^{12}\ \text{cm}^{-3}.$$

This is a time average, $6.2\times10^{-4}$ of the doping, and it is proportional to the beam current as long as it stays small. At 10 pA the beam electrons arrive one at a time, on average 16 ns apart, while a cloud spreads in a time of order $a^2/D\approx6$ ns. Just after an arrival, 5000 pairs spread over the hemisphere give about $3.7\times10^{13}$ cm⁻³, or $3.7\times10^{-3}$ of the doping. On this scale treating recombination as linear is still reasonable. Close to the track of a single electron the density is briefly higher, which this estimate does not describe.

Q: Last, the short circuit. Every ammeter and contact has some resistance.

A: With a series resistance $R_s=100$ ohm, even the full 50 nA would bias the junction by only $1.9\times10^{-4}$ of the thermal voltage. The dark current is then linear in the bias. If $G_j$ is the dark conductance of the junction and $I_c$ the collected current, the measured current is $I=I_c-G_jR_sI$, so $I=I_c/(1+G_jR_s)$. The factor does not depend on $x_b$, and the slope is unaffected.

Q: So would a real silicon device give me 53 µm?

A: It would, closely, if its lifetime were 1 µs, its surface recombined weakly, its contacts were far enough away and its junction ran deep below the surface, as assumed from the start. The mobility, doping and beam values above are ordinary for silicon. The lifetime is a round choice, and in real material it varies by orders of magnitude with purity and processing. The real generation volume at 20 keV is a few micrometres in size but neither uniform nor a hemisphere; for $S=0$ that alters $M$ alone. Surface recombination, nearby contacts and a shallow junction can all disturb the slope. If the n region is much shallower than $L$, with p-type material below it, its underside is also part of the junction and collects electrons, and the one-dimensional solution no longer applies. For $S=0$ and an n region many diffusion lengths wide, the collection probability at the surface is then close to $\operatorname{erfc}\sqrt{x/L}$, where erfc is the complementary error function, and the values at 50 and 150 µm give an apparent length of only about 44 µm. With all other parameters fixed, surface recombination moves the apparent length from 53.3 to 53.0 µm at $S=100$ cm/s, and to 38.7 µm at $S=10^5$ cm/s. Reading $L$ from the slope is therefore justified when $sL$ and $s\sqrt{2xL/\pi}$ are both much smaller than 1 over the fitted range, the junction plane is perpendicular to the surface and deep compared with both $L$ and the fitted distances, the cloud stays clear of the junction, injection is low, charge at the surface does not deplete or invert the p-type material beneath it, and the back side, the side walls and any contact on the p side are far enough away for their effect on the slope to be negligible. The numerical output below lists the material and beam parameters used.

## Table of computed values

```
temperature: 300 K
electron mobility: 1100 cm2/Vs
lifetime: 1.0 us
acceptor doping: 1.0e+16 cm^-3
beam energy: 20 keV
beam current: 10 pA
pair creation energy: 3.6 eV
backscattered energy fraction: 0.10
generation radius a: 4.0 um
thermal voltage: 25.85 mV
diffusivity D: 28.44 cm2/s
diffusion length L: 53.33 um
a/L: 0.0750
shape factor M: 1.000563
generation current I_G: 50.00 nA
EBIC at x_b = 25 um: 31.305 nA
EBIC at x_b = 50 um: 19.589 nA
EBIC at x_b = 100 um: 7.670 nA
EBIC at x_b = 150 um: 3.003 nA
mean generation depth: 1.50 um
S = 100 cm/s: S L/D = 0.0188
  current loss at 50 um: 1.25 %
  current loss at 150 um: 2.31 %
  apparent L from 50 and 150 um: 53.02 um
S = 100000 cm/s: S L/D = 18.7524
  current loss at 50 um: 91.20 %
  current loss at 150 um: 95.66 %
  apparent L from 50 and 150 um: 38.73 um
wafer thickness: 500 um
back-contact loss at 150 um: 0.0129 %
x_b = 0, upper bound on collected fraction: 0.98621
x_b = 0, excess of extrapolated law over it: 1.46 %
built-in voltage: 0.8 V
relative permittivity: 11.7
depletion width (one-sided): 0.322 um
amplitude shift if origin is off by it: 0.60 %
junction collection velocity: 1.0e+07 cm/s
amplitude loss from finite velocity: 0.0533 %
peak excess electron density: 6.23e+12 cm^-3
peak density / doping: 6.23e-04
series resistance: 100 ohm
largest self-bias / thermal voltage: 1.9e-04
forward solution vs exponential law, max relative error: 1.3e-04
grid shift, step 0.10 L to 0.05 L: 4.2e-04
finite-S formula, max absolute error: 1.0e-05
finite-v formula, max relative error: 1.3e-04
back-contact formula, max absolute error: 8.7e-05
3D image-source flux, max relative error: 1.7e-09
```
